# Neutrino oscillations from the Dirac equation, with and without Majorana phases, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: flavour fields at fixed energy

### Two waves with equal weights

Take two neutrino fields $n_1$ and $n_2$ with masses $m_1<m_2$, and suppose that the fields coupled to the electron and to the muon are the equal mixtures

$$\nu_e=\frac{n_1+n_2}{\sqrt2},\qquad \nu_\mu=\frac{-n_1+n_2}{\sqrt2}.$$

Units with $\hbar=c=1$ are used, so masses, energies and momenta are all measured in eV.

Each mass field obeys its own Dirac equation, $(i\gamma^\mu\partial_\mu-m_i)n_i=0$. Acting on it with $(i\gamma^\nu\partial_\nu+m_i)$ gives $(\partial_t^2-\nabla^2+m_i^2)n_i=0$. A wave $e^{i(k_iz-Et)}$ therefore has $E^2=k_i^2+m_i^2$. At a common energy $E$ the two waves have different wave numbers.

A source at $z=0$ emits a pure $\nu_e$, which means equal amplitudes $1/\sqrt2$ of $n_1$ and $n_2$. At distance $L$ the $\nu_\mu$ amplitude is

$$A_\mu=\tfrac12\left(-e^{ik_1L}+e^{ik_2L}\right).$$

For real $a$ and $b$,

$$|e^{ia}-e^{ib}|^2=2-2\cos(a-b)=4\sin^2\frac{a-b}{2},$$

so the probability of finding a muon neutrino is

$$P=|A_\mu|^2=\sin^2\frac{(k_1-k_2)L}{2}.$$

The difference of wave numbers follows from the difference of their squares:

$$k_1-k_2=\frac{k_1^2-k_2^2}{k_1+k_2}=\frac{m_2^2-m_1^2}{k_1+k_2}\approx\frac{\Delta m^2}{2E},\qquad \Delta m^2=m_2^2-m_1^2.$$

The last step uses $k_i\approx E$, valid for $m_i\ll E$. Hence $P\approx\sin^2(\Delta m^2L/4E)$. The flavour changes because two waves drift out of step. Their phase difference is $\Delta m^2L/2E$, and the argument of the sine is half of that.

This case leaves two questions open. What replaces it for a general mass matrix, and what happens to the extra phases that such a matrix may contain when neutrinos are their own antiparticles?

### The field equations with a mass matrix

In the chiral representation the Dirac field has an upper part $\nu_L$ and a lower part $\nu_R$, each with two spin components, and

$$\gamma^0=\begin{pmatrix}0&1\\1&0\end{pmatrix},\qquad \gamma^k=\begin{pmatrix}0&\sigma_k\\-\sigma_k&0\end{pmatrix}.$$

For one field of mass $m$, the lower row of $i\gamma^\mu\partial_\mu\psi=m\psi$ reads $i(\partial_t-\boldsymbol\sigma\cdot\nabla)\nu_L=m\nu_R$. The upper row reads $i(\partial_t+\boldsymbol\sigma\cdot\nabla)\nu_R=m\nu_L$. The mass is what couples the two chiralities.

For several flavours, $\nu_L$ and $\nu_R$ become columns with one entry per flavour. The mass term in the Lagrangian is $-\nu_L^\dagger M\nu_R-\nu_R^\dagger M^\dagger\nu_L$, with a complex matrix $M$. Varying with respect to $\nu_L^\dagger$ and $\nu_R^\dagger$ gives

$$i(\partial_t-\boldsymbol\sigma\cdot\nabla)\nu_L=M\nu_R,\qquad i(\partial_t+\boldsymbol\sigma\cdot\nabla)\nu_R=M^\dagger\nu_L. \tag{1}$$

The flavour basis is the one in which the charged leptons have definite masses. An entry of $\nu_L$ is then the field that the weak interaction couples to the electron, the muon or the tau.

### The Majorana case gives the same pair

A Majorana neutrino has no independent $\nu_R$. Its place is taken by

$$\chi=i\sigma_2\nu_L^*,$$

where the star conjugates each component without transposing the column. For field operators it means the Hermitian conjugate of each component. The mass term is $-\tfrac12\nu_L^\dagger M\chi$ plus its Hermitian conjugate.

Only the symmetric part of $M$ contributes to this term. Written out with flavour indices $\alpha,\beta$, spin indices $a,b$ and the antisymmetric matrix $\epsilon=i\sigma_2$, it contains $\nu^*_{\alpha a}M_{\alpha\beta}\epsilon_{ab}\nu^*_{\beta b}$. Exchanging the two anticommuting fields gives one minus sign, and $\epsilon_{ab}=-\epsilon_{ba}$ gives another. The expression therefore equals the same one with $M^T$ in place of $M$, and we may take $M=M^T$. Since $\nu_L^*$ appears twice, its variation produces two equal terms, which cancel the factor $\tfrac12$. The first field equation is

$$i(\partial_t-\boldsymbol\sigma\cdot\nabla)\nu_L=M\chi .$$

The second follows from the first. The complex conjugate is

$$-i(\partial_t-\boldsymbol\sigma^*\cdot\nabla)\nu_L^*=M^*\,i\sigma_2\nu_L,$$

because $i\sigma_2$ is real. Multiply from the left by $i\sigma_2$. The identity $\sigma_2\boldsymbol\sigma^*\sigma_2=-\boldsymbol\sigma$ gives $i\sigma_2\boldsymbol\sigma^*=-\boldsymbol\sigma\,i\sigma_2$, so the left side becomes $-i(\partial_t+\boldsymbol\sigma\cdot\nabla)\chi$. On the right $(i\sigma_2)^2=-1$. Therefore

$$i(\partial_t+\boldsymbol\sigma\cdot\nabla)\chi=M^*\nu_L=M^\dagger\nu_L,$$

where the last step uses the symmetry of $M$. This is the pair (1) with $\chi$ written for $\nu_R$.

One difficulty remains. Since $\chi$ contains $\nu_L^*$, multiplying $\nu_L$ by $i$ does not multiply $\chi$ by $i$, so the pair is not linear in the usual complex sense. Matrix elements between the vacuum and a one-particle state $|\psi\rangle$ remove the difficulty. Define

$$A=\langle0|\nu_L|\psi\rangle,\qquad B=\langle0|\chi|\psi\rangle,$$

with $\nu_R$ instead of $\chi$ in the Dirac case. Both are linear in $|\psi\rangle$, and both obey (1). Dirac and Majorana neutrinos can now be treated together.

### Eliminating the second chirality

Let the wave move along $+z$ with its spin against the motion, so that $\sigma_z=-1$. This is negative helicity, the one mainly produced and absorbed through $\nu_L$. Then $\boldsymbol\sigma\cdot\nabla=-\partial_z$, and (1) becomes

$$i(\partial_t+\partial_z)A=MB,\qquad i(\partial_t-\partial_z)B=M^\dagger A .$$

For a state of energy $E$ both amplitudes vary as $e^{-iEt}$, so $i\partial_t$ becomes $E$. With a prime for $d/dz$,

$$-iA'=EA-MB,\qquad -iB'=M^\dagger A-EB. \tag{2}$$

Apply $-i\,d/dz$ to the first equation and insert both:

$$-A''=E(EA-MB)-M(M^\dagger A-EB)=(E^2-MM^\dagger)A .$$

The terms with $B$ cancel, and no approximation has been made. What acts on $A$ is $MM^\dagger$ and not $M$.

The matrix $MM^\dagger$ is Hermitian, and its eigenvalues are the squared masses $m_i^2$. Let $E$ exceed all masses and define

$$K=\sqrt{E^2-MM^\dagger},$$

the matrix with the same eigenvectors and with eigenvalues $k_i=\sqrt{E^2-m_i^2}>0$. The solutions for $A$ are combinations of $e^{iKz}$ and $e^{-iKz}$. Beyond the source only the forward wave is present:

$$-iA'=KA,\qquad A(z)=e^{iKz}A(0). \tag{3}$$

The accompanying second chirality is $B=M^\dagger(E+K)^{-1}A$. It satisfies the first equation of (2) because $MM^\dagger=E^2-K^2=(E-K)(E+K)$, so that $MB=(E-K)A=EA+iA'$. It satisfies the second because

$$M^\dagger A-EB=M^\dagger(E+K)^{-1}(E+K-E)A=M^\dagger(E+K)^{-1}KA=-iB'.$$

Its size relative to $A$ is about $m/2E$.

### The ultrarelativistic limit and what it neglects

Expand the square

$$(E-K)^2=E^2-2EK+K^2=2E(E-K)-MM^\dagger,$$

where $K^2=E^2-MM^\dagger$ was used. Solving for $E-K$ gives

$$E-K=\frac{MM^\dagger}{2E}+\frac{(E-K)^2}{2E}. \tag{4}$$

The first term has eigenvalues $m_i^2/2E$. The second has eigenvalues of about $m_i^4/8E^3$, smaller by a factor $m_i^2/4E^2$. Write $A=e^{iEz}\tilde A$ to remove the phase common to all flavours. Equation (3) then gives $i\tilde A'=(E-K)\tilde A$, and for $m_i\ll E$

$$i\frac{d\tilde A}{dz}=\frac{MM^\dagger}{2E}\,\tilde A . \tag{5}$$

This has the form of a Schrödinger equation with distance in place of time. It describes propagation in vacuum, as does everything below unless matter is mentioned. Over a length $L$ the neglected phase is about $m^4L/8E^3$.

A case with deliberately large masses shows this error. Take masses 1 and 2 in an arbitrary energy unit and $L/E=0.5$ in the inverse square of that unit, so that the leading phases stay fixed as $E$ grows. The pair (2) was propagated numerically by a matrix exponential, after its forward waves had been separated. The largest difference between this result and the solution of (5), for a starting amplitude of unit length, is $2.51\times10^{-3}$ at $E=20$ and $6.26\times10^{-4}$ at $E=40$. The estimate for the heavier mass gives $16\times10/(8\times20^3)=2.50\times10^{-3}$ at $E=20$. Doubling the energy at fixed $L/E$ divides the error by about four, as $m^4L/8E^3$ requires.

Fixed energy suits an experiment that records where a neutrino is absorbed but not when. A real beam is a superposition with weights $f(E)$, and the time-integrated signal is

$$\int dt\left|\int dE\,f(E)A_\beta(L,E)e^{-iEt}\right|^2=2\pi\int dE\,|f(E)|^2|A_\beta(L,E)|^2,$$

because $\int dt\,e^{-i(E-E')t}=2\pi\delta(E-E')$. Different energies add as probabilities. The distance $L$ enters directly, and no travel time has to be assigned.

### Where the Majorana phases sit

Let $W$ be a unitary matrix of eigenvectors, $MM^\dagger=W\mathsf m^2W^\dagger$, with $\mathsf m$ the diagonal matrix of masses, taken to be distinct. For a symmetric $M$ define $N=W^\dagger MW^*$, which is again symmetric. Then $NN^\dagger=W^\dagger MM^\dagger W=\mathsf m^2$. Since $N^\dagger=N^*$, also $N^\dagger N=(NN^*)^*=(NN^\dagger)^*=\mathsf m^2$. It follows that

$$N\mathsf m^2=NN^\dagger N=\mathsf m^2N .$$

A matrix that commutes with a diagonal matrix of distinct entries is itself diagonal, so $N_{ii}=m_ie^{i\alpha_i}$. With $D=\mathrm{diag}(e^{i\alpha_i/2})$ and $U=WD$,

$$M=WNW^T=U\mathsf mU^T,\qquad MM^\dagger=WD\mathsf m^2D^\dagger W^\dagger=W\mathsf m^2W^\dagger. \tag{6}$$

The columns of $W$ are fixed only up to phases. Multiplying column $i$ by $e^{i\beta_i}$ changes $\alpha_i$ to $\alpha_i-2\beta_i$ and leaves $U$ unchanged, so the $\alpha_i$ are defined only once a form of $W$ has been chosen, such as the real rotation used below for two flavours. A phase common to all $\alpha_i$ multiplies every row of $U$ alike and can be absorbed in the flavour fields together with their charged leptons. With $W$ fixed, the remaining differences of the $\alpha_i$ are the Majorana phases. They are present in $M$. They are absent from $MM^\dagger$, because diagonal matrices commute and $DD^\dagger=1$. Since the unexpanded $K$ also depends on $M$ through $MM^\dagger$ alone, the phases are absent from (3) for slow neutrinos too.

### Two flavours, with numbers

If a source produces flavour $\alpha$, then $\tilde A_\beta(0)=\delta_{\beta\alpha}$, up to corrections of order $m^2/E^2$ for a point source that acts on $\nu_L$. Solving (5) with $MM^\dagger=U\mathsf m^2U^\dagger$ gives

$$\tilde A_\beta(L)=\sum_iU_{\beta i}\,e^{-im_i^2L/2E}\,U^*_{\alpha i}. \tag{7}$$

A unitary $2\times2$ matrix has a first row $(\cos\theta\,e^{ia},\sin\theta\,e^{ib})$. Orthogonality fixes the second row as $e^{ic}(-\sin\theta\,e^{ia},\cos\theta\,e^{ib})$. The phases belonging to a row can be absorbed in the charged lepton and the neutrino field of that flavour, and they change no $|\tilde A_\beta|^2$. What remains is one relative column phase:

$$U=\begin{pmatrix}\cos\theta&\sin\theta\\-\sin\theta&\cos\theta\end{pmatrix}\begin{pmatrix}1&0\\0&e^{i\alpha/2}\end{pmatrix}.$$

In (7) the factors $e^{i\alpha/2}$ and $e^{-i\alpha/2}$ multiply to one, and

$$\tilde A_\mu=\sin\theta\cos\theta\left(e^{-im_2^2L/2E}-e^{-im_1^2L/2E}\right).$$

The squared difference of phase factors is $4\sin^2(\Delta m^2L/4E)$, and $4\sin^2\theta\cos^2\theta=\sin^22\theta$. Therefore

$$P(\nu_e\to\nu_\mu)=\sin^22\theta\,\sin^2\varphi,\qquad \varphi=\frac{\Delta m^2L}{4E}. \tag{8}$$

To use kilometres, divide by $\hbar c=1.97327\times10^{-7}$ eV m. For $\Delta m^2$ in eV$^2$, $L$ in km and $E$ in GeV the coefficient is

$$\frac{10^3}{4\times10^9\times1.97327\times10^{-7}}=1.267 .$$

Take model masses of 0.010 and 0.050 eV, $\theta=40^\circ$, $E=1$ GeV and $L=300$ km. Then $\Delta m^2=0.0025-0.0001=0.0024$ eV$^2$, and $\varphi=1.26693\times0.0024\times300=0.912$ rad. The probability is $0.9698\times0.6254=0.607$. The angle is a model value chosen for a large effect; with the measured mixing, conversion between the electron and muon flavours at this $L/E$ is only a few percent. Since $\sin^2\varphi$ repeats when $\varphi$ grows by $\pi$, the oscillation length is $\pi/(1.26693\times0.0024)=1033$ km, and the first maximum lies at half of it, 517 km. The neglected phase $m_2^4L/8E^3$ is $1.2\times10^{-21}$ rad.

The mass matrix itself does depend on $\alpha$. From (6),

$$M_{ee}=m_1\cos^2\theta+m_2\sin^2\theta\,e^{i\alpha},\qquad M_{e\mu}=\sin\theta\cos\theta\,(m_2e^{i\alpha}-m_1).$$

For $\alpha=0$ the moduli are 26.53 and 19.70 meV. For $\alpha=90^\circ$ they are 21.48 and 25.11 meV. Yet the sum $|M_{ee}|^2+|M_{e\mu}|^2=(MM^\dagger)_{ee}$ is $703.7+387.9=1091.6$ meV$^2$ in the first case and $461.2+630.4=1091.6$ meV$^2$ in the second.

## Second derivation: mass fields at fixed momentum

### Symbols and results carried over

The columns $\nu_L$ and $\chi=i\sigma_2\nu_L^*$ hold the flavour fields of the two chiralities, and $\chi$ is replaced by $\nu_R$ for Dirac neutrinos. Their amplitudes in a one-particle state are $A$ and $B$. They obey

$$i(\partial_t-\boldsymbol\sigma\cdot\nabla)\nu_L=M\chi,\qquad i(\partial_t+\boldsymbol\sigma\cdot\nabla)\chi=M^\dagger\nu_L .$$

For Majorana neutrinos $M=U\mathsf mU^T$, where $\mathsf m$ is the diagonal matrix of masses $m_i$ and $U=WD$. The diagonal matrix $D$ has the entries $e^{i\alpha_i/2}$, which carry the Majorana phases. Units are $\hbar=c=1$. The result to be reached again is evolution with $MM^\dagger/2E$ and the two-flavour probability $\sin^22\theta\sin^2\varphi$, where $\varphi=\Delta m^2L/4E$. In the numerical example $m_1=0.010$ eV, $m_2=0.050$ eV, $\theta=40^\circ$, $E=1$ GeV and $L=300$ km, which gave $\varphi=0.912$ rad.

At fixed energy, the flavour amplitudes of ultrarelativistic neutrinos in vacuum evolve with distance through $MM^\dagger/2E$, and the Majorana phases drop out because $MM^\dagger$ does not contain them. It remains to reach the same result from mass fields at fixed momentum, to find where the Majorana phases survive, and to compare what the two derivations assume.

Numerical values quoted here were computed with a short program.
